Gate-referred 1/f noise from uniform oxide traps and elastic tunnelling

**One half-filled trap**

Consider one electron trap in the oxide of an n-channel transistor. It lies at the Fermi level of the channel, so it is filled half of the time. Let n(t) be 1 when it is filled and 0 when it is empty, and let capture and emission both have the rate γ/2. The mean of n then obeys

d⟨n⟩/dt = (γ/2)(1 − ⟨n⟩) − (γ/2)⟨n⟩ = γ/2 − γ⟨n⟩.

A departure from the mean value 1/2 decays as exp(−γt). Since n² = n, the variance is 1/2 − 1/4 = 1/4, and the autocovariance is

C(t) = (1/4) exp(−γ|t|).

Spectral densities here are one-sided: the integral of S(f) over positive frequencies is the variance. The corresponding transform is

S(f) = 4 ∫₀^∞ C(t) cos(ωt) dt, ω = 2πf. (1)

Because ∫₀^∞ exp(−γt) cos(ωt) dt = γ/(γ² + ω²), with τ = 1/γ we get

S(f) = τ/(1 + ω²τ²).

This spectrum is flat at low frequency and falls as 1/f² at high frequency. Now take many such traps, with g of them per unit interval of ln τ. Their sum is

∫ g [τ/(1 + ω²τ²)] dτ/τ = (g/ω) ∫₀^∞ dy/(1 + y²) = πg/(2ω) = g/(4f),

where y = ωτ. An even spread of ln τ turns Lorentzians into 1/f noise. In the elastic model treated here, tunnelling into uniformly distributed traps supplies that spread, because the time constant grows exponentially with depth. The full calculation must add the trap energies, the tunnelling length and the effect of a trapped electron on the drain current.

**Elastic exchange at any trap energy**

In elastic tunnelling, a trap at energy E exchanges electrons with channel states at the same energy. These states are filled with probability

F(E) = 1/{1 + exp[(E − μ)/kT]}, (2)

where μ is the channel Fermi level. Capture needs a filled channel state and emission needs an empty one. The two rates are therefore γF and γ(1 − F), with a common tunnelling rate γ, and

d⟨n⟩/dt = γF(1 − ⟨n⟩) − γ(1 − F)⟨n⟩ = γF − γ⟨n⟩. (3)

The mean occupancy is F, and the relaxation rate is γ whatever the value of F.

If the trap is filled at time zero, equation (3) gives the probability F + (1 − F) exp(−γt) that it is filled at time t. Multiplying by the initial probability F and subtracting F² gives the autocovariance F(1 − F) exp(−γt). By equation (1),

S_n(f) = F(1 − F) · 4τ/(1 + ω²τ²). (4)

For F = 1/2 this returns the opening case. Its integral over frequency is F(1 − F), since ∫₀^∞ 4τ/(1 + ω²τ²) df = (4/2π)(π/2) = 1.

**How the rate depends on depth**

Let x be the distance of the trap from the silicon, and let the oxide barrier stand a constant height Φ above the electron energy. Within the barrier, with tunnelling mass m, the wave function obeys

(ħ²/2m) ψ″ = Φψ, so ψ ∝ exp(−κx), κ = √(2mΦ)/ħ.

In weak coupling the transition rate is proportional to the squared matrix element between trap and channel, hence to exp(−2κx). Therefore

τ(x) = τ₀ exp(x/λ), λ = 1/(2κ) = ħ/[2√(2mΦ)]. (5)

Here λ is the decay length of the rate. The decay length of the amplitude is 1/κ = 2λ, and using it in equation (16) below, where all the charge is placed at the interface, would double the noise.

For Φ = 3 eV and a mass of half the electron mass, equation (5) gives λ = 0.0797 nm. The width of a level behind a barrier, computed from a lattice Green function without assuming an exponential law, gives the same length to within 0.1%.

Both λ and τ₀ may vary with E. Raising the energy by kT = 0.02585 eV at 300 K lowers the barrier by that amount. Since λ ∝ Φ^(−1/2), the relative change of λ is about kT/(2Φ) = 0.004, which is neglected below. A change of τ₀ with energy matters even less, as the depth integral will show.

**Summing over the traps**

Let Nt be the number of traps per volume and energy, uniform in depth, over the gate area WL, and in energy over several kT around μ. If the traps fluctuate independently, their spectral densities add. The density for the total number N of trapped electrons is

S_N(f) = WL Nt ∫ dE F(1 − F) ∫ dx 4τ/(1 + ω²τ²). (6)

For the energy integral, set u = (E − μ)/kT. Then F = 1/(1 + e^u) and 1 − F = e^u/(1 + e^u), so

dF/du = −e^u/(1 + e^u)² = −F(1 − F).

Hence F(1 − F) = −kT dF/dE, and

∫ F(1 − F) dE = kT [F(−∞) − F(∞)] = kT. (7)

Traps far below μ stay filled and traps far above it stay empty, so the noise comes from traps within a few kT of μ. The weight F(1 − F) has a peak of only 1/4 and is about 3.5kT wide at half its maximum; its area is kT.

For the depth integral, equation (5) gives dx = λ dτ/τ. If the traps extend from the interface, where τ = τ₀, to a depth where τ = τmax, then

∫ dx 4τ/(1 + ω²τ²) = 4λ ∫ dτ/(1 + ω²τ²)
= (4λ/ω)[arctan(ωτmax) − arctan(ωτ₀)]
= (λ/f)(2/π)[arctan(ωτmax) − arctan(ωτ₀)]. (8)

For 1/τmax ≪ ω ≪ 1/τ₀ the bracket tends to π/2 and the integral to λ/f. Equations (6) to (8) then give

S_N(f) = M/f, M = Nt kT WL λ. (9)

The number M has a direct meaning. A layer of thickness λ contains the traps within one factor e of time constant, and by equation (7) it contributes M to the variance of N.

Equation (8) also shows how the 1/f law ends. For ω ≪ 1/τmax, arctan y ≈ y gives the constant 4λ(τmax − τ₀): there are no slower traps to keep the spectrum rising. For ω ≫ 1/τ₀, arctan y ≈ π/2 − 1/y gives

(4λ/ω²)(1/τ₀ − 1/τmax),

which falls as 1/f² because there are no faster traps.

**Spin and the band edge**

Suppose that an electron of either spin can fill the empty trap, while a second electron is excluded. Capture then has the rate 2γF and emission γ(1 − F). The relaxation rate is their sum, γ(1 + F), and the occupancy is

2F/(1 + F) = 2/(2 + e^u) = 1/(1 + e^u/2).

This is a Fermi function shifted in energy by kT ln 2, so its variance still integrates to kT. At each energy, the factor 1 + F multiplies all rates by a constant. That moves the limits τ₀ and τmax in equation (8) but leaves the plateau λ/f unchanged. The same argument covers a variation of τ₀ with energy. Spin therefore does not alter equation (9).

A lack of channel states does alter it. If these begin at the band edge Ec, traps below Ec have no elastic partner, and equation (7) becomes

∫ from Ec to ∞ of F(1 − F) dE = kT F(Ec). (10)

For the spinless rates of equation (3), the factor F(Ec) is 0.95 when Ec lies 3kT below μ, 0.50 when it lies at μ, and 0.05 when it lies 3kT above μ. With the two spins included as above, the shifted occupancy 2F/(1 + F) at Ec takes its place, and the three values become 0.98, 0.67 and 0.09. Equation (9) thus requires the Fermi level to lie several kT inside the band, which happens only deep in strong inversion and not at its onset. In a silicon (100) inversion layer the channel states begin at the lowest subband. At 300 K, placing μ 3kT above it takes nearly 2 × 10¹³ electrons per cm² and an oxide field of about 9 MV/cm, close to breakdown. At 5 × 10¹² and 10¹³ cm⁻² the factor with spin is only about 0.7 and 0.9. Equation (9) is therefore a limit that ordinary bias approaches but does not reach. In weak inversion, purely elastic exchange with band states gives much less noise than equation (9).

**From a trapped electron to a flat-band shift**

Let t be the oxide thickness, ε its permittivity and Cox = ε/t its capacitance per area. Consider first a uniform sheet of trapped charge σ per area at depth x. Let Qs be the silicon charge per area, negative in inversion, and let D be the displacement directed towards the silicon.

Between the silicon and the sheet, D = −Qs. A Gauss box around the sheet has outflow D(silicon side) − D(gate side) = σ, so on the gate side D = −Qs − σ. The potential rises towards the gate with slope D/ε. The voltage across the oxide is therefore

Vox = [−Qs x + (−Qs − σ)(t − x)]/ε = −Qs/Cox − (σ/Cox)(1 − x/t).

With ψs the surface potential and V₀ the constant work-function term, the gate voltage is

V_G = V₀ + ψs − Qs(ψs)/Cox + δVfb, δVfb = −(σ/Cox)(1 − x/t). (11)

Trapped electrons have σ < 0 and raise the flat-band voltage. Equation (11) fixes ψs through the difference V_G − δVfb alone. At constant gate voltage, the channel thus responds as it would to a gate-voltage change −δVfb, even though Qs(ψs) is nonlinear. A Poisson solution with a nonlinear silicon charge confirms this shift to within 0.1% for three sheet depths at two gate voltages.

**From the local disturbance to the drain current**

One electron is not a uniform sheet. It changes the sheet conductance g of the channel near its own position by some δg(r). At low drain voltage V_D the undisturbed channel is uniform, with field V_D/L and current I = gWV_D/L. The dissipated power is

I V_D = ∫ g |∇φ|² dA. (12)

Vary g at fixed V_D. The potential changes too, by δφ, and contributes 2∫ g ∇φ·∇δφ dA. Integration by parts turns this into a boundary term containing δφ g ∂φ/∂n and an area term containing δφ ∇·(g∇φ). The first vanishes because δφ = 0 at the contacts and no current crosses the sides. The second vanishes by current conservation. To first order, then,

V_D δI = (V_D/L)² ∫ δg dA.

Division by V_D I = gWV_D²/L gives

δI/I = (1/WL) ∫ (δg/g) dA. (13)

The current senses the area average of the relative conductance change, wherever the change sits. A resistor network with one altered bond gives this average at each of the four positions examined.

It remains to find ∫ δg dA for one electron. In linear response, and away from the channel edges, this integral does not depend on the lateral position of the electron. Linear response requires a carrier density well above the density that the electron displaces nearby. For an electron 1.5 nm from a perfectly screening channel, under a 10 nm oxide, about half an electron charge is displaced within a radius of 3 nm, which is an average of 2 × 10¹² cm⁻². The approximation therefore belongs to strong inversion. A uniform sheet is a superposition of such electrons, so the integral per electron follows from equation (11). With σ = −q times the number of electrons per area,

∫ δg dA = −(dg/dV_G)(q/Cox)(1 − x/t). (14)

The carrier mobility is assumed to be unaffected by both trapping and gate voltage, so that g follows the channel charge. The transconductance is gm = dI/dV_G = (I/g) dg/dV_G. Inserting (14) into (13) gives

δI = −gm δv, δv = [q/(WL Cox)](1 − x/t). (15)

The minus sign says that a trapped electron lowers the current. It disappears on squaring.

The gate-referred density is defined as S_VG = S_I/gm². For traps close to the interface, x ≪ t, every electron has the same δv = q/(WL Cox). Then, by (9) and (15),

S_VG = [q/(WL Cox)]² · Nt kT WL λ/f,

and one factor WL cancels:

S_VG(f) = q² kT Nt λ/(W L Cox² f). (16)

If Nt is given per eV, kT must be in eV, while q² remains in coulombs squared.

Within these assumptions, which include a barrier of constant height and a band-edge factor of 1 in equation (10), S_VG does not depend on gate voltage. A real device does not meet both at once: the band-edge factor still rises with gate voltage through most of strong inversion, and it nears 1 only at high oxide fields. In deep inversion the oxide field tilts the barrier, and λ must then be taken at the depth of the traps that are heard. A field of 5 MV/cm, for example, lowers a 3 eV barrier by 0.75 eV at a depth of 1.5 nm and lengthens λ there by about 15%. This correction grows with gate voltage and is left out here. For the constant barrier, S_VG falls as the inverse gate area, because independent fluctuations average out, and at fixed Nt and λ it is proportional to temperature through the width of the energy window. If trapping also changes the mobility through scattering, δI acquires a second term, correlated with the first, and equation (16) no longer suffices.

**The depth that is heard at a given frequency**

The condition x ≪ t needs examination. Define the depth at which ωτ = 1,

xf = λ ln[1/(ωτ₀)], (17)

and let s = (x − xf)/λ, so that ωτ = e^s. The Lorentzian in equation (6) becomes

4τ/(1 + ω²τ²) = (4/ω) e^s/(1 + e^(2s)) = (2/ω) sech s. (18)

At a fixed frequency the noise comes from a layer a few λ thick around xf. Lower frequencies probe deeper traps. This reading holds for purely elastic tunnelling. In real oxides, capture can also require a thermally activated rearrangement of the atoms around the trap. The time constant then depends on that barrier as well as on depth, and if the barriers vary from trap to trap, a frequency no longer selects a narrow layer, even though the spectrum may still be close to 1/f.

By (15), each trap must be weighted by (1 − x/t)². The average over the distribution (18) requires the moments of sech s. With y = e^(2s) and |p| < 1,

∫ e^(ps) sech s ds = ∫₀^∞ y^((p−1)/2)/(1 + y) dy = π/cos(πp/2),

by the standard integral ∫₀^∞ y^(a−1)/(1 + y) dy = π/sin(πa) with a = (p + 1)/2. Expanding the right side gives π(1 + π²p²/8 + …). The normalization is thus π, the mean of s is zero, and the mean of s² is π²/4. With x = xf + λs, the cross term drops out and equation (16) is multiplied by

R = (1 − xf/t)² + [πλ/(2t)]². (19)

The limits of s were extended to infinity, which is justified when xf lies many λ inside the trap layer.

The correction also tilts the spectrum. From (17), dxf/d ln f = −λ. Neglecting the small second term of (19),

d ln S_VG/d ln f = −1 + 2λ/(t − xf). (20)

For uniform traps behind a barrier of constant height the slope is slightly weaker than −1, since lower frequencies come from traps that are farther from the channel and shift the flat-band voltage less. The oxide field acts in the opposite sense, because λ then grows with depth. At 5 MV/cm this steepens the slope by about 0.01, which cancels roughly 40% of the tilt for a 10 nm oxide and all of it for a 20 nm oxide.

**A worked case**

Take the round model parameters W = 10 µm, L = 1 µm, t = 10 nm, relative oxide permittivity 3.9, Nt = 10¹⁷ cm⁻³ eV⁻¹, T = 300 K and τ₀ = 10⁻¹⁰ s, with the barrier and mass used above. The frequency is 10 Hz.

With lengths in centimetres, equation (9) gives

M = 10¹⁷ × 0.02585 × 10⁻⁷ × 7.97 × 10⁻⁹ = 2.06,

so S_N = 2.06/10 = 0.206 Hz⁻¹. The oxide capacitance is 3.453 × 10⁻³ F/m², and one electron at the interface shifts the flat-band voltage by q/(WL Cox) = 4.64 µV. Equation (16) then gives

S_VG = (4.64 × 10⁻⁶)² × 0.206 = 4.43 × 10⁻¹² V²/Hz,

or 2.11 µV/√Hz as a root density.

The probed depth follows from (17):

xf = 0.0797 × ln[1/(2π × 10 × 10⁻¹⁰)] = 1.50 nm.

This is 15% of the oxide thickness, and the correction is

R = (1 − 0.1505)² + (π × 0.0797/20)² = 0.722.

The second term is only about 0.0002. The corrected density is 3.20 × 10⁻¹² V²/Hz, or 1.79 µV/√Hz. Equation (20) gives a local slope of −0.98, so the tilt is slight although the change in magnitude is not.

At the same frequency R is 0.86 for a 20 nm oxide and 0.49 for a 5 nm oxide. In the thin oxide, equation (16) overestimates the noise by a factor of about two, provided that there are no traps near the gate, which would add noise by exchanging electrons with it. Conversely, a trap density extracted with (16) would be too small by that factor.

The traps in this example reach to 3 nm, where τ = 2.2 × 10⁶ s. The lower end of the 1/f range, 1/(2πτmax), is then near 7 × 10⁻⁸ Hz. The frequency of 10 Hz lies far inside the range.

**Scatter between devices**

Equation (16) is an average over devices. A given device has a particular set of traps, and only those in a limited window of depth and energy contribute appreciably at any one frequency. Let the traps be placed at random, with Poisson statistics. Divide depth, area and energy into cells so small that each contains a trap with probability p ≪ 1. If a trap there contributes s₁ to S_N, the cell contributes ps₁ to the mean and p(1 − p)s₁² ≈ ps₁² to the variance. Summing over the cells,

Var S_N = WL Nt ∫ dE [F(1 − F)]² ∫ dx [4τ/(1 + ω²τ²)]². (21)

By the relation F(1 − F) dE = −kT dF, the energy integral is

kT ∫₀¹ F(1 − F) dF = kT(1/2 − 1/3) = kT/6.

By (18), the depth integral is (4λ/ω²) ∫ sech² s ds = 8λ/ω². Hence Var S_N = 4M/(3ω²). The squared mean is (M/f)² = 4π²M²/ω², and the ratio is

Var S_N/⟨S_N⟩² = 1/(3π²M). (22)

For M = 2.06 the relative standard deviation is 0.128. A sample of 4000 randomly generated devices gives 0.130, with a mean that agrees with equation (16) within the sampling error of about 0.2%; both calculations place the charge at the interface. This scatter is a property of the trap positions and energies. Longer measurement of one device does not remove it.

Since M is proportional to area, a device with one hundredth of this area would have M = 0.02 and a relative scatter of about 1.3. The average 1/f law is then a poor description of a single device, whose spectrum is dominated by a few Lorentzians of the kind in equation (4). The parameters of the worked case are listed in the numerical output.

Values computed for the example and the checks

```
channel width W = 10 um
channel length L = 1 um
oxide thickness t = 10 nm
relative oxide permittivity = 3.9
trap density Nt = 1.0e+17 cm^-3 eV^-1
temperature = 300 K
thermal energy kT = 0.02585 eV
barrier height = 3.0 eV
tunnelling mass = 0.5 electron masses
time constant at interface tau0 = 1.0e-10 s
frequency f = 10 Hz
rate decay length lam = 0.07969 nm
lam from lattice level width = 0.07974 nm
relative lam change for energy up by kT = 0.00434
oxide capacitance Cox = 3.45313e-03 F/m^2
flat-band shift per interface electron = 4.6398 uV
M = Nt kT W L lam = 2.0601 (no unit)
number noise M/f = 0.20601 1/Hz
S_VG, charge at interface = 4.4348e-12 V^2/Hz
root of S_VG = 2.1059 uV/sqrt(Hz)
probed depth at f = 1.5049 nm
depth factor, t = 10 nm: 0.7218
depth factor, t = 5 nm: 0.4893
depth factor, t = 20 nm: 0.8552
S_VG with depth factor = 3.2011e-12 V^2/Hz
its root = 1.7892 uV/sqrt(Hz)
deepest trap in example = 3.0 nm
its time constant = 2.239e+06 s
energy factor, band edge at -3 kT: 0.9526
energy factor, band edge at +0 kT: 0.5000
energy factor, band edge at +3 kT: 0.0474
relative device scatter, formula = 0.1280
relative device scatter, random devices = 0.1298
random-device mean / formula = 0.9995
number of random devices = 4000
```
